# Why a V/III Ratio of 100 Grows a Nearly Stoichiometric Crystal

**Q:** I feed my reactor with 100 group-V atoms for every group-III atom. The film is made from that gas, so it must be strongly rich in group V. Even if the surface rejects most of the surplus, the film should hold at least a few per cent more V atoms than III atoms.

**A:** Begin with what your ratio counts. Let $R$ be the number of V atoms divided by the number of III atoms in the feed. It describes a supply, and nothing obliges the solid to keep all that is supplied. Write the composition of the solid as

$$\frac{N_V}{N_{III}}=1+y .$$

For each III atom built in, at least $R$ V atoms were supplied and $1+y$ were kept. The fraction of V that leaves is therefore at least $1-(1+y)/R$. If $y$ is small, this is 0.99 for $R=100$. The balance permits a small $y$ but does not prove it. For that we need to know what the surface does with V.

**Q:** Then follow the atoms. What reaches the surface?

**A:** Take a model III–V compound with round parameters, at $T=900$ K, where $kT=0.07756$ eV. The III precursor is fully pyrolysed, with pressure $p_{III}=1$ Pa in the gas. A fraction $c=0.2$ of the V precursor is cracked to V$_2$, and I treat the rest as inert. The cracked V amounts to $cR$ atoms per III atom. Each molecule holds two of them, so the V$_2$ pressure outside the boundary layer is

$$p_b=\frac{cR\,p_{III}}{2}=10\ \text{Pa}\quad\text{at } R=100 .$$

Let both species cross the boundary layer with the same transfer coefficient, $h=1$ monolayer/(s Pa). One monolayer means one particle per III site. Suppose that III sticks on contact and does not re-evaporate, so that its pressure at the surface is nearly zero. With $p_s$ the V$_2$ pressure at the surface, the net atom fluxes are

$$J_{III}=h\,p_{III},\qquad J_V=2h\,(p_b-p_s).$$

The factor 2 counts the atoms in V$_2$. If the solid takes one V per III, the fluxes are equal, and dividing by $2h$ gives $p_b-p_s=p_{III}/2$. Hence

$$p_s=\frac{p_{III}}{2}\,(cR-1)=9.5\ \text{Pa}.$$

Suppose that every III atom supplied is built in. Then, of 100 V atoms supplied per III atom, 80 stay in uncracked precursor, 1 enters the crystal and 19 leave as V$_2$. If some III passes unused, even less of the V is kept. So "the excess desorbs" is a loose phrase: most of the excess here was never bound to the surface.

**Q:** You assumed equal fluxes. That is the very thing I doubt. Why should the surface not keep the other 19?

**A:** Let the surface decide. Let $n_{III}$ and $n_V$ be the numbers of mobile atoms per site, and let them enter the crystal in pairs at the rate $Kn_{III}n_V$. The 1:1 pair step is an assumption, to which we must return. The question now is whether unpaired V piles up. The balances are

$$\dot n_{III}=J_{III}-Kn_{III}n_V,\qquad \dot n_V=J_V-Kn_{III}n_V .$$

V$_2$ is adsorbed at the rate $s\,p_s$ and desorbs at the rate $k_d n_V^2$, since two atoms must meet. What crosses the boundary layer equals the net uptake:

$$h(p_b-p_s)=s\,p_s-k_d n_V^2
\quad\Rightarrow\quad
p_s=\frac{h\,p_b+k_d n_V^2}{h+s}.$$

As V accumulates, $p_s$ rises and $J_V=2h(p_b-p_s)$ falls. The surplus thus throttles its own supply. In a steady state both time derivatives vanish, so $J_V=J_{III}$, which is the equality I used.

Now switch desorption off by setting $k_d=0$. Then $p_s=hp_b/(h+s)$, which is close to zero when $s\gg h$, and

$$\frac{J_V}{J_{III}}\approx\frac{2h\,p_b}{h\,p_{III}}=cR=20 .$$

With these rates no steady state exists. Nineteen surplus V atoms per III atom pile up on the surface. This needs V$_2$ to keep sticking however much V is already there; if it could stick only on a limited number of free sites, those would fill and the uptake would again fall to one V per III. Your picture describes a surface that always accepts V and never releases it, and even there the ratio is 20, not 100, because only a fifth of the V is cracked.

**Q:** Is $s$ really much larger than $h$?

**A:** Kinetic theory gives the number of impacts per unit area as $p/\sqrt{2\pi mkT}$. Divide by the site density, taken as $6\times10^{18}$ m$^{-2}$, and let each impact stick. For a V$_2$ mass of 150 u this gives $s\approx1195$ per second and Pa, about a thousand times $h$. The number of V atoms striking the surface per III atom built in is

$$\frac{2s\,p_s}{h\,p_{III}}=\frac{2\times1195\times9.5}{1}\approx2.3\times10^4 .$$

So the surface meets far more V than your ratio suggests, and nearly every arrival is matched by a departure. The net uptake is one part in $2.3\times10^4$ of the traffic. In this model the adsorbed V is therefore almost in equilibrium with the gas, and its chemical potential can be read from $p_s$.

**Q:** If the traffic is so heavy, some V could simply condense as a second solid.

**A:** It would if $p_s$ exceeded the saturation pressure $p_{sat}$ of V$_2$ over solid V, taken as $10^5$ Pa. The model vapour holds only dimers. Real arsenic vapour in equilibrium at these pressures and 900 K is mostly As$_4$, and the As$_2$ saturation pressure is far below $10^5$ Pa, so for a real compound the window below lies lower and the defects depend more weakly on $R$. Measure the chemical potentials $\mu_V$ and $\mu_{III}$ per atom from the condensed elements. For an ideal gas of dimers, $2\mu_V=kT\ln(p_s/p_{sat})$, so

$$\mu_V=\frac{kT}{2}\ln\frac{p_s}{p_{sat}}=-0.359\ \text{eV}.$$

Let $G_f=-0.70$ eV be the free energy of forming one III–V pair from the elements. Equilibrium with a nearly perfect crystal requires

$$\mu_{III}+\mu_V=G_f,$$

which gives $\mu_{III}=-0.70+0.359=-0.341$ eV. Solid V stays away if $\mu_V<0$, and liquid III stays away if $\mu_{III}<0$. The second condition means $\mu_V>G_f$. Inserting $\mu_V$ and solving for the pressure gives the window

$$p_{sat}\,e^{2G_f/kT}<p_s<p_{sat}.$$

Its lower edge is $p_{min}=1.4\times10^{-3}$ Pa. The value 9.5 Pa lies well inside.

**Q:** What happens below that edge? Would $R=4$ still be safe, with four V atoms per III atom?

**A:** No. With $c=0.2$ it provides only 0.8 usable V atoms per III atom. Even with $p_s=0$ the V flux is at most $2hp_b=cR\,hp_{III}$, so III is left over at no less than the rate

$$h\,p_{III}(1-cR)=0.2\ \text{monolayer/s},$$

and collects as liquid. Setting $p_s=p_{min}$ in the transport formula gives the smallest permitted ratio,

$$R_{min}=\frac{1}{c}\left(1+\frac{2p_{min}}{p_{III}}\right)\approx5.01 .$$

The factor $1/c=5$ comes from incomplete cracking. With complete cracking the formula gives 1.003. The last digit is not firm. At this edge the net uptake of 0.5 molecule per second is no longer small against $s\,p_{min}\approx1.7$, so $p_s$ must exceed $p_{min}$ by $hp_{III}/(2s)\approx4\times10^{-4}$ Pa, which gives 5.02 and 1.004.

**Q:** Could I avoid the surplus by using a 1:1 adduct as the only source? The molecule already has the right composition.

**A:** In this model it falls just short. Suppose that the adduct is pyrolysed completely, to III species and V$_2$, so that $c=1$ and $R=1$. Then $p_b=p_{III}/2$. The crystal needs at least $p_{min}$ above it, so the V flux is at most $2h(p_b-p_{min})=h(p_{III}-2p_{min})$. The relative shortage is at least $2p_{min}/p_{III}$, about 0.3%, and liquid III slowly gathers. This margin is smaller than the error of the assumptions. If $h$ for V$_2$ were slightly larger than for III, by a few tenths of a per cent, or if liquid III had a vapour pressure above about $2p_{min}$, the shortage would vanish; if $h$ for V$_2$ were 10% smaller, the shortage would be about 10%. So this is no prediction for a real single-source precursor. The composition of the molecule does not set that of the crystal here either. If cracking is incomplete, the shortage is greater.

**Q:** I accept that unbound V leaves. But your pair step built in the answer. A V atom could sit on a III site and be part of the crystal.

**A:** That is the right objection, and desorption alone does not answer it. We need the cost of each lattice defect. Let $A$ be its formation free energy when both chemical potentials are zero, without the entropy of placing it. An atom returned to its reservoir adds its $\mu$ to the cost, and an atom taken from the reservoir subtracts it. The costs are:

- V on a III site: $E=A+\mu_{III}-\mu_V$, with $A=1.3$ eV
- III vacancy: $E=A+\mu_{III}$, with $A=1.8$ eV
- V vacancy: $E=A+\mu_V$, with $A=1.8$ eV
- III on a V site: $E=A+\mu_V-\mu_{III}$, with $A=1.6$ eV

For neutral, dilute defects that do not interact, the occupied fraction of sites is $e^{-E/kT}$. For V on a III site, $E=1.3-0.341+0.359=1.318$ eV, and the fraction is $4.15\times10^{-8}$. In the order of the list, the other three are $6.7\times10^{-9}$, $8.5\times10^{-9}$ and $1.4\times10^{-9}$.

Now count atoms per pair of sites. Square brackets denote fractions, $V_{III}$ is V on a III site, $III_V$ the reverse, and $v$ a vacancy:

$$N_{III}=1-[v_{III}]-[V_{III}]+[III_V],$$
$$N_V=1-[v_V]-[III_V]+[V_{III}].$$

To first order in the fractions, $N_V/N_{III}-1=N_V-N_{III}$, so

$$y=2[V_{III}]+[v_{III}]-[v_V]-2[III_V].$$

A misplaced atom counts twice because it adds one kind and removes the other. In units of $10^{-8}$,

$$y=8.30+0.67-0.85-0.28=7.8 .$$

The surplus is thus about eight V atoms per hundred million III atoms. This takes the growing crystal to be supersaturated by much less than $kT$. If $\mu_{III}$ lay 0.11 eV above $G_f-\mu_V$, the four terms would cancel, so the sign of $y$ is fragile although its smallness is not.

**Q:** Then $R$ has no influence on the crystal at all?

**A:** It has a small one, through $p_s$. Eliminate $\mu_{III}=G_f-\mu_V$ and use $e^{\mu_V/kT}=(p_s/p_{sat})^{1/2}$. The exponent for V on a III site contains $-(\mu_{III}-\mu_V)=2\mu_V-G_f$, so that fraction grows as $p_s$. The same substitution gives

$$[v_{III}]\propto p_s^{1/2},\qquad [v_V]\propto p_s^{-1/2},\qquad [III_V]\propto p_s^{-1}.$$

At $R=10$ the pressure is $p_s=0.5$ Pa, lower by a factor of 19 although $R$ fell by only 10. The reason is the $-1$ in $cR-1$. Scaling the four terms by $1/19$, $1/\sqrt{19}$, $\sqrt{19}$ and 19 gives, again in units of $10^{-8}$,

$$y=0.44+0.15-3.72-5.28=-8.4 .$$

With ten V atoms per III atom in the gas, this crystal is slightly rich in **III**. At $R=1000$, $y=8.9\times10^{-7}$. Such changes are invisible in the overall composition, but they are changes in the defect populations by large factors.

The two positive terms rise with $p_s$ and the negative ones shrink, so the equilibrium $y$ is largest at the upper edge of the window. There $\mu_V=0$ and $\mu_{III}=-0.70$ eV, so V on a III site costs 0.60 eV, and $y\approx8.7\times10^{-4}$. Even a gas about to deposit solid V gives less than 0.1% in this model.

**Q:** So the protection comes from the energies $A$. What if V on a III site were cheap?

**A:** Then the claim fails, with desorption still fully active. Set $A=0.1$ eV for that defect and hold the surface pressure at $p_s=9.5$ Pa. The dilute formula no longer suffices, because $\mu_{III}$ shifts. A crystal that can freely add pairs of sites has zero grand potential per pair, so the statistical weights of the possible fillings add up to 1. Keep the two that matter. Correct filling has weight

$$z=e^{(\mu_{III}+\mu_V-G_f)/kT},$$

and V on the III site has weight

$$w=e^{-(A+G_f-2\mu_V)/kT}\approx0.218 .$$

The weight $w$ does not contain $\mu_{III}$, so $z=1-w$ fixes $\mu_{III}$. For dilute defects $z\approx1$, which returns the earlier relation. Now $N_{III}=z=1-w$ and $N_V=z+2w=1+w$, hence

$$y=\frac{1+w}{1-w}-1=\frac{2w}{1-w}\approx0.56 .$$

The number only illustrates the point. At such an occupation real defects would interact, and the parameter is extreme: $A+G_f=-0.6$ eV would put a lattice filled only with V 0.3 eV per atom below solid V, and $w$ would reach 1 already at 44 Pa. For non-interacting defects consistent with solid V as the stable element, $A\ge0.7$ eV, so $w\le p_s/p_{sat}$ and $y\le2\times10^{-4}$ at 9.5 Pa. A smaller $A$ makes sense only for defects whose cost rises as they crowd. What remains is that the gas can exchange V freely and $y$ is still set by the defect energy.

**Q:** All this uses equilibrium. A growing layer may bury a wrong atom before it can leave.

**A:** Let $x$ be the fraction of exposed III sites that hold a V atom. A correct site becomes wrong at the rate $a$, and a wrong one is corrected at the rate $k$. Sites are covered at random at the rate $g$, and each is replaced by a new one that starts wrong with probability $x_0$. Then

$$\dot x=a(1-x)-kx-gx+gx_0 .$$

In the steady state

$$x=\frac{a+gx_0}{a+k+g}.$$

Covering is blind to what a site holds, so $x$ is also the buried fraction. Without growth, $x_{eq}=a/(a+k)$. Put $a=x_{eq}(a+k)$ in the numerator and subtract $x_{eq}$:

$$x-x_{eq}=\frac{g\,(x_0-x_{eq})}{a+k+g}.$$

For $k\gg g$ and $x_{eq}\ll x_0\ll1$, the trapped part is close to $gx_0/k$. For $k\ll g$ and $a\ll gx_0$, $x$ tends to $x_0$, and the initial disorder is frozen in.

Choose $g=1$ s$^{-1}$, $x_0=0.01$ and $k=\nu e^{-B/kT}$, with $\nu=10^{13}$ s$^{-1}$ and $B=1.2$ eV. At 900 K, $k=1.9\times10^6$ s$^{-1}$, and the trapped part is $0.01/(1.9\times10^6)\approx5\times10^{-9}$. Adding it to $4.15\times10^{-8}$ gives $x=4.7\times10^{-8}$. With the other defects kept at equilibrium, $y$ rises from $7.8\times10^{-8}$ to $8.9\times10^{-8}$ at $R=100$. At $R=10$ it becomes $-7.4\times10^{-8}$, still on the III-rich side.

**Q:** And in a cold reactor?

**A:** At 400 K the same barrier gives $k=7.6\times10^{-3}$ s$^{-1}$, far below $g$. Keep $g$ and $x_0$, and count only burial by setting $a=0$:

$$x=\frac{0.01}{1+0.0076}\approx0.0099,\qquad y=\frac{2x}{1-x}\approx0.020 .$$

Here your expectation of a few per cent is nearly met. But the 2% comes from the chosen $x_0$, not from $R=100$. This estimate also keeps $g$ at a temperature where ordinary metal-organic precursors would not pyrolyse, and it buries only V on III sites, while equal burial of III on V sites would cancel the surplus. It leaves out condensation of solid V and any dependence of $x_0$ on the V supply, so it shows how the claim fails and does not predict a particular film.

**Q:** How do the gas and the hot crystal compare as atomic fractions?

**A:** The feed contains $100/101=99.0\%$ V. For the crystal the V fraction is $(1+y)/(2+y)\approx\tfrac12+y/4$. At 900 K this exceeds one half by about $2\times10^{-8}$, while the cold film has 50.5%. The near-equality at 900 K rests on a V$_2$ pressure inside the window, so that no second phase forms, and on wrong occupations that cost many $kT$. With $x_0=0.01$ it also needs correction much faster than burial; only if new sites started almost free of errors could the film do without it.

Numbers in the example were calculated in double precision.
